# The Hall factor for a power-law relaxation time

## Problem

Electrons of charge $-e$ and density $n$ occupy one isotropic parabolic band, $E=\hbar^2k^2/2m$. A weak electric field $\mathbf F$ lies in the $xy$ plane and a magnetic field $B$ points along $z$; $\omega_c=eB/m$. Scattering is elastic and conserves spin, and the rate $W$ from $\mathbf k$ to $\mathbf k'$ depends only on $E$ and on the angle $\theta$ between the two vectors. Collision broadening and the Landau spacing $\hbar\omega_c$ are both small compared with $kT$, so the semiclassical Boltzmann equation applies. The Hall coefficient is $R_H=F_y/(j_xB)$ with $j_y=0$, and the Hall factor $r$ is defined by $R_H=-r/(ne)$.

(a) Solve the linearised Boltzmann equation and express $r$ through energy averages of a relaxation time $\tau(E)$, at any $B$ and for $B\to0$.

(b) For Boltzmann statistics and $\tau=\tau_0x^s$, $x=E/kT$, find $r(s)$ at $B\to0$ and the range of $s$ where it exists.

(c) Derive $\tau(E)$ for longitudinal acoustic phonons (deformation potential $\Xi$, elastic constant $c_l$, sound speed $v_s$) and find $r$.

(d) Derive $\tau(E)$ for $N$ randomly placed screened ions of charge $Ze$ per unit volume, in the Born approximation, in a medium of dielectric constant $\varepsilon$. State in what sense it is a power law and find $r$.

(e) Find how a finite field and degeneracy change $r$.

(f) Evaluate the results for the model $m^*=0.1$, $\varepsilon=10$, $Z=1$, $kT=0.002$ Ry, $n=N=10^{-9}$ bohr$^{-3}$, $\Xi=0.5$ Ry, $c_l=0.01$ Ry/bohr$^3$, $v_s=0.005$ bohr Ry/$\hbar$, $\omega_c=10^{-7}$ Ry/$\hbar$.

Parts (c), (d) and (f) use Rydberg atomic units: $\hbar=1$, $m_e=1/2$, $e^2=2$ in the Coulomb energy $e^2/\varepsilon r$, so that $m=m^*/2$, $E=k^2/m^*$, and time is in $\hbar/$Ry. The magnetic field enters only through $\omega_c$.

## Solution

### (a) Transport coefficients

The force on an electron is $\hbar\dot{\mathbf k}=-e(\mathbf F+\mathbf v\times\mathbf B)$ with $\mathbf v=\hbar\mathbf k/m$. In a uniform steady state, drift in $\mathbf k$ balances collisions:
$$-\frac e\hbar(\mathbf F+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=C[f],\qquad C[f](\mathbf k)=\sum_{\mathbf k'}W\,[f(\mathbf k')-f(\mathbf k)].$$
The Pauli factors have cancelled because $W$ is symmetric in $\mathbf k$ and $\mathbf k'$: $f'(1-f)-f(1-f')=f'-f$, with $f'$ standing here for $f(\mathbf k')$. Put $f=f_0(E)+g$ with $g$ of first order in $F$, and let $f_0'=df_0/dE$. Elastic collisions give $C[f_0]=0$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf vf_0'$ and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the magnetic force does not act on $f_0$. The term $\mathbf F\cdot\nabla_{\mathbf k}g$ is of second order and is dropped. With $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$,
$$-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}=\frac{eB}{m}\left(k_x\partial_{k_y}-k_y\partial_{k_x}\right)=\omega_c\,\partial_\phi ,$$
where $\phi$ is the azimuth of $\mathbf k$ about $z$; the electron velocity turns anticlockwise seen from $+z$. Moving the electric term to the right gives
$$\omega_c\,\partial_\phi g-C[g]=e\,\mathbf F\cdot\mathbf v\,f_0' .$$

Let $\hat{\mathbf n}=\mathbf k/k$. In $\sum_{\mathbf k'}W\hat{\mathbf n}'$ the part of $\hat{\mathbf n}'$ perpendicular to $\hat{\mathbf n}$ cancels, because $W$ does not depend on the azimuth of $\mathbf k'$ about $\mathbf k$; the parallel part is $\hat{\mathbf n}\cos\theta$. Hence each component $\hat n_i$ is an exact eigenfunction of the collision operator:
$$C[\hat n_i]=-\frac{\hat n_i}{\tau(E)},\qquad \frac1\tau=\sum_{\mathbf k'}W\,(1-\cos\theta).$$

Take $\mathbf F$ along $x$ and try $g=eFvf_0'\,(\alpha\hat n_x+\beta\hat n_y)$. Because $\partial_\phi\hat n_x=-\hat n_y$ and $\partial_\phi\hat n_y=\hat n_x$, the coefficients of $\hat n_x$ and $\hat n_y$ give $\omega_c\beta+\alpha/\tau=1$ and $-\omega_c\alpha+\beta/\tau=0$. The second gives $\beta=\omega_c\tau\alpha$, and the first then becomes $\alpha(1+\omega_c^2\tau^2)/\tau=1$:
$$\alpha=\frac{\tau}{1+\omega_c^2\tau^2},\qquad \beta=\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}.$$

The current is $j_i=-e\cdot2\int\frac{d^3k}{(2\pi)^3}v\hat n_ig$, the 2 counting spin. The angular averages are $\overline{\hat n_x^2}=\overline{\hat n_y^2}=1/3$ and $\overline{\hat n_x\hat n_y}=0$. The radial measure $k^2dk\propto E^{1/2}dE$ makes the density of states $KE^{1/2}$ with a constant $K$, and $v^2=2E/m$. Therefore
$$\sigma_{xx}=\frac{2Ke^2}{3m}\int_0^\infty E^{3/2}(-f_0')\,\alpha\,dE ,$$
and $\sigma_{yx}$ is the same integral with $\beta$. The density, integrated by parts with vanishing boundary terms, is $n=K\int E^{1/2}f_0\,dE=\frac{2K}{3}\int E^{3/2}(-f_0')\,dE$. This eliminates $K$ and fixes the transport average
$$\langle X\rangle=\frac{\int_0^\infty E^{3/2}(-f_0')X\,dE}{\int_0^\infty E^{3/2}(-f_0')\,dE},$$
in terms of which
$$\sigma_{xx}=\frac{ne^2}{m}A,\quad\sigma_{yx}=\frac{ne^2}{m}\omega_cD,\quad A=\Big\langle\frac{\tau}{1+\omega_c^2\tau^2}\Big\rangle,\quad D=\Big\langle\frac{\tau^2}{1+\omega_c^2\tau^2}\Big\rangle .$$

A rotation by $90^\circ$ about $z$ is a symmetry and sends $x\to y$, $y\to-x$, so $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{xy}=-\sigma_{yx}$. The condition $j_y=\sigma_{yx}F_x+\sigma_{xx}F_y=0$ gives $F_x=-\sigma_{xx}F_y/\sigma_{yx}$, and then $j_x=\sigma_{xx}F_x-\sigma_{yx}F_y=-(\sigma_{xx}^2+\sigma_{yx}^2)F_y/\sigma_{yx}$. With $(m/ne^2)(\omega_c/B)=1/(ne)$,
$$R_H=-\frac{\sigma_{yx}}{B(\sigma_{xx}^2+\sigma_{yx}^2)}=-\frac{r(B)}{ne},\qquad r(B)=\frac{D}{A^2+\omega_c^2D^2}.$$
As $\omega_c$ falls to zero the integrands of $A$ and $D$ rise monotonically to $\tau$ and $\tau^2$, so $A\to\langle\tau\rangle$ and $D\to\langle\tau^2\rangle$. If both are finite,
$$r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=1+\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge1 .$$
The single transverse field $F_y$ cancels the total transverse current, but electrons of different energy are deflected by different angles $\arctan(\beta/\alpha)=\arctan(\omega_c\tau)$, close to $\omega_c\tau$ at weak field, and those with long $\tau$ both carry more current and turn further. The drift mobility is $\mu=\sigma_{xx}/(ne)=e\langle\tau\rangle/m$. The Hall mobility is $\mu_H=|R_H|\sigma_{xx}=r\mu$, and the density inferred from $1/(e|R_H|)$ is $n/r$.

### (b) Power law

For Boltzmann statistics $-f_0'=f_0/kT\propto e^{-x}$, so the weight is $x^{3/2}e^{-x}$. The gamma function is $\Gamma(a)=\int_0^\infty x^{a-1}e^{-x}dx$, convergent for $a>0$. Integration by parts gives $\Gamma(a+1)=[-x^ae^{-x}]_0^\infty+a\int x^{a-1}e^{-x}dx=a\Gamma(a)$, and $\Gamma(1)=1$. The substitution $x=t^2$ gives $\Gamma(\tfrac12)=\int_{-\infty}^\infty e^{-t^2}dt$, whose square in polar coordinates is $\int_0^\infty 2\pi\rho\,e^{-\rho^2}d\rho=\pi$. Thus $\Gamma(\tfrac12)=\sqrt\pi$, $\Gamma(\tfrac32)=\tfrac12\sqrt\pi$, $\Gamma(\tfrac52)=\tfrac34\sqrt\pi$. The moments are
$$\langle\tau^p\rangle=\tau_0^p\,\frac{\int_0^\infty x^{ps+3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}=\tau_0^p\,\frac{\Gamma(ps+\frac52)}{\Gamma(\frac52)} .$$
In $\langle\tau^2\rangle/\langle\tau\rangle^2$ the factor $\tau_0^2$ cancels and one $\Gamma(\frac52)$ is left in the numerator:
$$r(s)=\frac{\Gamma(2s+\frac52)\,\Gamma(\frac52)}{\Gamma(s+\frac52)^2}.$$
It gives $r(0)=1$, as a constant $\tau$ requires, and $r=3$, $1.1045$, $1.4$, $2.8286$ for $s=-1,\tfrac12,1,2$.

The formula needs $2s+\frac52>0$, that is $s>-\frac54$. For $-\frac52<s\le-\frac54$ the conductivity is finite but $\langle\tau^2\rangle$ diverges at small $x$, and $r(B)$ grows without limit as $B\to0$. For $s=-\frac32$ and $w=\omega_c\tau_0$, $D\propto\int x^{3/2}e^{-x}/(x^3+w^2)\,dx$; the substitution $x=w^{2/3}y$ pulls out $w^{1+2/3-2}=w^{-1/3}$ times an integral that tends to the finite $\int_0^\infty y^{3/2}/(y^3+1)\,dy$, so $r(B)\propto w^{-1/3}$.

The power $3/2$ in the weight matters. Averaging over the electron population, with weight $x^{1/2}e^{-x}$, omits the factor $v^2$; for $s=-\frac12$ it would give $\Gamma(\frac12)\Gamma(\frac32)/\Gamma(1)^2=\pi/2=1.5708$, which is not the Hall factor.

### (c) Acoustic phonons

For either mechanism the golden rule is $W=2\pi|M|^2\delta(E'-E)$, and $\sum_{\mathbf k'}=\Omega\int d^3k'/(2\pi)^3$ in a volume $\Omega$, with no spin factor because spin is conserved. The azimuth gives $2\pi$. The radial integral is $\int k'^2dk'\,\delta(k'^2/m^*-k^2/m^*)=k^2/(2k/m^*)=m^*k/2$. With $\xi=\cos\theta$ and $2\pi\cdot2\pi/(2\pi)^3=1/2\pi$,
$$\frac1\tau=\frac{m^*k}{4\pi}\int_{-1}^1\Omega|M|^2(1-\xi)\,d\xi .$$

A longitudinal displacement field $\mathbf u$ shifts the band edge by $\Xi\nabla\cdot\mathbf u$. Its energy density is $\frac12\rho\dot{\mathbf u}^2+\frac12c_l(\nabla\cdot\mathbf u)^2$, with $\rho$ the mass density. Writing $\mathbf u=\Omega^{-1/2}\sum_{\mathbf q}\hat{\mathbf q}\,Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ turns the energy into $\sum_{\mathbf q}(\frac12\rho|\dot Q_{\mathbf q}|^2+\frac12c_lq^2|Q_{\mathbf q}|^2)$, a set of oscillators of mass $\rho$ and frequency $\omega_q=v_sq$, where $c_l=\rho v_s^2$. The coordinate of such an oscillator has squared matrix elements $N_q/(2\rho\omega_q)$ for losing a quantum and $(N_q+1)/(2\rho\omega_q)$ for gaining one. The divergence supplies a factor $iq$, and the plane-wave overlap selects $\mathbf q$ from $\mathbf k'-\mathbf k$. Since $q^2/(2\rho v_sq)=qv_s/(2c_l)$,
$$\Omega|M|^2=\frac{\Xi^2qv_s}{2c_l}\times\begin{cases}N_q&\text{absorption}\\N_q+1&\text{emission}\end{cases}$$
with the Bose occupation $N_q=1/(e^{v_sq/kT}-1)$. The transfer is at most about $2k$. If $2kv_s\ll E$ the phonon energy can be dropped from the delta function, and the two processes add. If also $2kv_s\ll kT$, then $2N_q+1=\coth(v_sq/2kT)\approx2kT/(v_sq)$; for thermal electrons the two conditions coincide. The factor $qv_s$ cancels, $\Omega|M|^2=\Xi^2kT/c_l$ is independent of angle, and $\int_{-1}^1(1-\xi)d\xi=2$:
$$\frac1{\tau_{ac}}=\frac{\Xi^2kT\,m^*k}{2\pi c_l}.$$
With $k=k_1x^{1/2}$, $k_1=(m^*kT)^{1/2}$, this is $s=-\frac12$: the rate follows the density of final states. Then
$$r=\frac{\Gamma(\frac32)\Gamma(\frac52)}{\Gamma(2)^2}=\frac{\frac12\sqrt\pi\cdot\frac34\sqrt\pi}{1}=\frac{3\pi}8=1.1781 .$$

### (d) Ionised impurities

Let $U(\mathbf r)$ be the potential energy of an electron near one ion. In linear, mean-field response the Boltzmann gas changes its density by $\delta n=n(e^{-U/kT}-1)\approx-nU/kT$. Poisson's equation for the potential $-U/e$ with charge density $Ze\,\delta(\mathbf r)-e\,\delta n$ reads $\nabla^2U=(4\pi e^2/\varepsilon)(Z\delta(\mathbf r)+nU/kT)$. The Fourier transform replaces $\nabla^2$ by $-q^2$, and $e^2=2$:
$$U(q)=-\frac{8\pi Z}{\varepsilon(q^2+q_s^2)},\qquad q_s^2=\frac{8\pi n}{\varepsilon kT}.$$
For ions at $\mathbf R_j$ the Born matrix element is $M=\Omega^{-1}U(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. For uncorrelated positions and $q\ne0$ the cross terms of $|M|^2$ average to zero and the $N\Omega$ diagonal terms remain, so $\Omega|M|^2=N\,U(q)^2$.

Elastic scattering has $q^2=2k^2(1-\xi)$. Set $u=q^2$, so that $1-\xi=u/2k^2$, $|d\xi|=du/2k^2$ and $0\le u\le4k^2$. Using $u/(u+q_s^2)^2=1/(u+q_s^2)-q_s^2/(u+q_s^2)^2$,
$$\int_0^{4k^2}\frac{u\,du}{(u+q_s^2)^2}=\ln(1+b)+\frac1{1+b}-1=\ln(1+b)-\frac b{1+b}\equiv L(b),\qquad b=\frac{4k^2}{q_s^2}.$$
Collecting the factors gives the Brooks–Herring rate:
$$\frac1{\tau_{BH}}=\frac{m^*k}{4\pi}\,N\,\frac{64\pi^2Z^2}{\varepsilon^2}\,\frac{L(b)}{4k^4}=\frac{4\pi Nm^*Z^2L(b)}{\varepsilon^2k^3}.$$

This is not a power law, because $b=b_1x$ with $b_1=4k_1^2/q_s^2$. For $b_1\gg1$, $L\approx\ln b-1$ varies slowly, and it may be frozen at $L_3=L(3b_1)$; the point $x=3$ is where the integrand $x^3e^{-x}$ of $\langle\tau\rangle$ peaks, its derivative being $(3-x)x^2e^{-x}$. Only in this approximation is $\tau\propto k^3\propto x^{3/2}$. With $\Gamma(\frac{11}2)=\frac92\cdot\frac72\cdot\frac52\cdot\frac34\sqrt\pi=\frac{945}{32}\sqrt\pi$ and $\Gamma(4)=6$,
$$r=\frac{\Gamma(\frac{11}2)\Gamma(\frac52)}{\Gamma(4)^2}=\frac{945}{32}\cdot\frac34\cdot\frac{\pi}{36}=\frac{2835\pi}{4608}=\frac{315\pi}{512}=1.9328,$$
the last fraction after dividing by 9. The value does not depend on where $L$ is frozen, since $\tau_0$ cancels.

The correction follows from $L(b_1x)\approx L_3+y$ with $y=\ln(x/3)$. To first order in $1/L_3$, $1/(1+y/L_3)$ and $e^{-y/L_3}=(x/3)^{-1/L_3}$ agree, so $\tau_{BH}$ acts as a power law with $s=\frac32-1/L_3$. Differentiating $\ln r(s)$, with $\psi=\Gamma'/\Gamma$, gives $r'(s)=2r[\psi(2s+\frac52)-\psi(s+\frac52)]$, and $r'(\frac32)=1.3722$. Thus
$$r_{BH}\approx\frac{315\pi}{512}-\frac{1.3722}{L_3},$$
with a remainder of order $1/L_3^2$. The value $315\pi/512$ is approached from below and only logarithmically: quadrature of the full $\tau_{BH}$ gives $1.676$, $1.795$, $1.861$, $1.913$ for $b_1=10^2,10^4,10^8,10^{30}$.

### (e) Finite field and degeneracy

When $\langle\tau^4\rangle$ is finite ($s>-\frac58$), $A\approx\langle\tau\rangle-\omega_c^2\langle\tau^3\rangle$ and $D\approx\langle\tau^2\rangle-\omega_c^2\langle\tau^4\rangle$. The denominator of $r(B)$ is then $\langle\tau\rangle^2[1-2\omega_c^2\langle\tau^3\rangle/\langle\tau\rangle+\omega_c^2\langle\tau^2\rangle^2/\langle\tau\rangle^2]$ to order $\omega_c^2$, and division gives
$$r(B)\approx r\,(1-cw^2),\qquad c\,\tau_0^2=\frac{\langle\tau^4\rangle}{\langle\tau^2\rangle}-\frac{2\langle\tau^3\rangle}{\langle\tau\rangle}+\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}.$$
For $s=-\frac12$ the three terms are $\Gamma(\frac12)/\Gamma(\frac32)=2$, $2\Gamma(1)/\Gamma(2)=2$ and $\Gamma(\frac32)^2/\Gamma(2)^2=\pi/4$, so $c=\pi/4=0.7854$. For $s=\frac32$ they are $\Gamma(\frac{17}2)/\Gamma(\frac{11}2)=7.5\cdot6.5\cdot5.5=268.125$, $2\Gamma(7)/\Gamma(4)=240$ and $(52.3428/6)^2=76.10$, so $c=104.23$. The zero-field value of $r$ holds when $cw^2\ll1$, which for $s=\frac32$ is $w\ll0.1$, because the high moments sample large $x$ where $\tau\gg\tau_0$. The quadratic term alone overstates the drop well inside this range: for $s=\frac32$ quadrature gives a fractional drop of $0.0095$ at $w=0.01$ and $0.056$ at $w=0.03$, against $cw^2=0.0104$ and $0.094$. At $w=1$ quadrature gives $r(B)=1.076$ for $s=-\frac12$ and $1.125$ for $s=\frac32$.

At strong field write $r(B)=\omega_c^2D/[(\omega_cA)^2+(\omega_c^2D)^2]$. The bounded integrands $\omega_c^2\tau^2/(1+\omega_c^2\tau^2)$ and $\omega_c\tau/(1+\omega_c^2\tau^2)$ tend to 1 and 0 at every energy, so $r(B)\to1$ for any $\tau(E)$, as long as $\hbar\omega_c\ll kT$ still holds.

The average of part (a) holds for Fermi statistics too. Let $\eta$ be the chemical potential over $kT$ and $z=x-\eta$. For $\eta\gg1$, $-df_0/dx=e^{-|z|}/(1+e^{-|z|})^2$ is an even peak of unit area. Expanding it as $\sum_j(-1)^{j+1}je^{-j|z|}$ and using $\int_0^\infty z^2e^{-jz}dz=2/j^3$, its variance is $4\sum_j(-1)^{j+1}/j^2=\pi^2/3$. Across the peak $\tau\approx\tau(\eta)(1+sz/\eta)$, and the smooth factor $x^{3/2}$ affects the variance only at higher order in $1/\eta$, so
$$r\approx1+\frac{\pi^2s^2}{3\eta^2}.$$
At $\eta=50$ this is $1.00033$ for $s=-\frac12$ and $1.00296$ for $s=\frac32$; quadrature at fixed exponent gives $1.00033$ and $1.00295$. The gamma-function values belong to the non-degenerate gas.

### (f) Numbers

The temperature is 315.8 K and the field 1.175 mT. In the Boltzmann limit $n=2e^\eta\int\frac{d^3k}{(2\pi)^3}e^{-k^2/k_1^2}=2e^\eta(\pi k_1^2)^{3/2}/(2\pi)^3=N_ce^\eta$, with $N_c=2(m^*kT/4\pi)^{3/2}=1.2699\times10^{-7}$ bohr$^{-3}$. So $n/N_c=0.00787$, and the Fermi integral gives $\eta=-4.84$: the gas is non-degenerate. Also $\hbar\omega_c/kT=5\times10^{-5}$, $k_1=(0.1\times0.002)^{1/2}=1.41421\times10^{-2}$ bohr$^{-1}$ and $1/(ne)=924.9$ cm$^3$/C.

For phonons,
$$\tau_0=\frac{2\pi\times0.01}{0.25\times0.002\times0.1\times1.41421\times10^{-2}}=8.8858\times10^4 .$$
The moments are $\langle\tau\rangle=\tau_0\Gamma(2)/\Gamma(\frac52)=0.75225\,\tau_0=6.6843\times10^4$ and $\langle\tau^2\rangle=\tau_0^2\Gamma(\frac32)/\Gamma(\frac52)=\frac23\tau_0^2=5.2638\times10^9$, and $5.2638\times10^9/(6.6843\times10^4)^2=1.1781$. Then $R_H=-1.1781\times924.9=-1090$ cm$^3$/C, $\mu=5.69\times10^4$ cm$^2$/Vs, $\mu_H=6.70\times10^4$ cm$^2$/Vs, and the apparent density is $8.49\times10^{-10}$ bohr$^{-3}$. The conditions hold. At $x=1$, $2kv_s/kT=0.071$ and $\hbar/(\tau_0kT)=0.0056$. The momentum relaxation rate computed with exact Bose factors and the phonon energy kept lies below the elastic rate by $9.7\times10^{-4}$ of the latter; this is the net correction to one relaxation rate at $x=1$, not an exact transport time or a bound on the change of $r$. With $w=8.886\times10^{-3}$ the leading-order fractional drop of $r$ is $cw^2=6.2\times10^{-5}$, and quadrature in the elastic model gives $r(B)=1.17803$, a drop smaller than the shift of about $-4\times10^{-4}$ in $r$ that keeping the phonon energy produces; Fermi statistics at the actual $\eta$ give $1.1775$.

For impurities, $q_s=(8\pi\times10^{-9}/0.02)^{1/2}=1.1210\times10^{-3}$ bohr$^{-1}$, $b_1=4\times2\times10^{-4}/q_s^2=636.62$, $3b_1=1909.86$ and $L_3=\ln1910.86-1909.86/1910.86=6.5558$. With $L$ frozen,
$$\tau_0=\frac{100\times(1.41421\times10^{-2})^3}{4\pi\times10^{-9}\times0.1\times6.5558}=3.4333\times10^4,$$
$\langle\tau\rangle=(6/1.32934)\tau_0=4.51352\,\tau_0$, $\langle\tau^2\rangle=(52.3428/1.32934)\tau_0^2=39.375\,\tau_0^2$, and $39.375/4.51352^2=1.9328$, so $R_H=-1788$ cm$^3$/C. Here $w=3.433\times10^{-3}$ and $cw^2=1.2\times10^{-3}$, consistent with $r(B)=1.9305$ from quadrature; Fermi statistics give $1.9306$.

With the full $L(b)$, $\langle\tau\rangle=1.5234\times10^5$ and $\langle\tau^2\rangle=4.0438\times10^{10}$, so $r=1.742$ and $R_H=-1612$ cm$^3$/C. Freezing $L$ overestimates $r$ by 11% and the drift mobility by 1.7%, both relative to the Brooks–Herring values. The first-order estimate is $1.9328-1.3722/6.5558=1.7235$; its shift $0.209$ exceeds the true shift $0.190$ by 10% of the latter, of the expected relative order $1/L_3=0.15$. The transport rate is small, $\hbar/(\tau kT)=0.012$ at $x=1$ ($0.015$ with $L$ frozen), but the level width is set by the total scattering rate, which lacks the factor $1-\xi$. With $\int_0^{4k^2}du/(u+q_s^2)^2=b/[q_s^2(1+b)]$ that rate is $\frac{m^*k}{4\pi}N\frac{64\pi^2Z^2}{\varepsilon^2}\frac{b}{2k^2q_s^2(1+b)}=\frac{8\pi Nm^*Z^2b}{\varepsilon^2kq_s^2(1+b)}$. Inserting $q_s^2=8\pi n/\varepsilon kT$ with $N=n$, $Z=1$ and $b\gg1$ gives $kT\,m^*/(\varepsilon k)$, which is $0.71\,kT$ at $x=1$ and $0.41\,kT$ at $x=3$, so the broadening is not small compared with $kT$. The Born parameter $Ze^2/(\varepsilon\hbar v)=2Z/(\varepsilon\cdot2k/m^*)=Zm^*/(\varepsilon k)$ equals $0.41$ at $x=3$. Neither this nor the broadening over $kT$ is much below 1, so the impurity numbers are properties of the Born model, and its mobilities are given to two figures: $\mu=1.3\times10^5$ and $\mu_H=2.3\times10^5$ cm$^2$/Vs.

When both mechanisms act, independent rates add, $1/\tau=1/\tau_{ac}+1/\tau_{BH}$. Quadrature gives $\langle\tau\rangle=3.4488\times10^4$, $\langle\tau^2\rangle=1.2449\times10^9$ and $r=1.047$, with $R_H=-968$ cm$^3$/C and $\mu=2.9\times10^4$ cm$^2$/Vs. This $r$ lies below both separate values, so it is not an interpolation between them. With frozen $L$ the total rate $x^{1/2}/\tau_0^{ac}+x^{-3/2}/\tau_0^{imp}$ is stationary where $\frac12x^{-1/2}/\tau_0^{ac}=\frac32x^{-5/2}/\tau_0^{imp}$, that is $x^2=3\tau_0^{ac}/\tau_0^{imp}=3\times8.886/3.433$, or $x=2.8$. There $\tau$ has a maximum, inside the range that the weight $x^{3/2}e^{-x}$ covers. With frozen $L$, 72% of this weight lies where $\tau$ is within 20% of its maximum. This flat top, $1.4<x<7.0$, contributes only $0.016$ to the relative variance of $\tau$; the low-energy flank, where the ions shorten $\tau$, contributes $0.050$ and the high-energy flank less than $0.001$, so the frozen-$L$ rate gives $r=1.066$, also below both separate values; the full $L(b)$ lowers it further to $1.047$.

The numerical check below solves the Boltzmann equation with the full collision operator on a grid of directions, for an isotropic kernel scaled to $s=-\frac12$ and a screened-Coulomb kernel of fixed $b$ scaled to $s=\frac32$, and finds $R_Hne=-1.178097$ and $-1.932816$; it also tests $r(s)$, both golden-rule rates, the screened potential, the $1/L_3$ shift, and the field and degeneracy limits.

## Computed results

```
inputs: m*=0.1, eps=10.0, Z=1, kT=0.002 Ry (T=315.8 K)
inputs: n=1e-09 bohr^-3, N=1e-09 bohr^-3
inputs: Xi=0.5 Ry, cl=0.01 Ry/bohr^3, vs=0.005 bohr Ry/hbar
inputs: wc=1e-07 Ry/hbar (B=1.1753 mT)
Gamma(1.5) = 0.886227
Gamma(2) = 1.000000
Gamma(2.5) = 1.329340
Gamma(4) = 6.000000
Gamma(5.5) = 52.342778
r(s=-1) = 3.000000
r(s=-0.5) = 1.178097
r(s=0) = 1.000000
r(s=0.5) = 1.104466
r(s=1) = 1.400000
r(s=1.5) = 1.932816
r(s=2) = 2.828571
grid Boltzmann R_H n e: s=-1/2 -1.178097, s=3/2 -1.932816
wrong weight x^(1/2), s=-1/2: ratio = 1.570796
Nc = 1.2699e-07 bohr^-3, n/Nc = 0.00787, eta = -4.8413
k(x=1) = 1.41421e-02 bohr^-1, qs = 1.12100e-03 bohr^-1
b(x=1) = 636.62, b(x=3) = 1909.86, L(x=3) = 6.5558
2 k vs/kT at x=1 = 0.0707, inelastic/elastic - 1 = -9.72e-04
Born parameter Z m*/(eps k) at x=3 = 0.4082, wc/kT = 5.0e-05
1/(n e) = 924.90 cm^3/C
ac: tau0 = 8.88577e+04 hbar/Ry, 1/(tau0 kT) = 0.0056
ac: <tau>/tau0 = 0.75225, <tau^2>/tau0^2 = 0.66667
ac: wc tau0 = 8.8858e-03, c = 0.7854, c w^2 = 6.201e-05
ac: r(B) = 1.17803, r at wc tau0=1: 1.07627
ac: r Fermi at eta = 1.17754, at eta=50: 1.00033
imp: tau0 = 3.43327e+04 hbar/Ry, 1/(tau0 kT) = 0.0146
imp: <tau>/tau0 = 4.51352, <tau^2>/tau0^2 = 39.37500
imp: wc tau0 = 3.4333e-03, c = 104.2296, c w^2 = 1.229e-03
imp: r(B) = 1.93047, r at wc tau0=1: 1.12509
imp: r Fermi at eta = 1.93057, at eta=50: 1.00295
ac: <tau> = 6.68434e+04 hbar/Ry, <tau^2> = 5.26379e+09 (hbar/Ry)^2, r = 1.17810
ac: mu = 56875, mu_H = 67005 cm^2/Vs, R_H = -1089.6 cm^3/C
ac: apparent density n/r = 8.4883e-10 bohr^-3
imp: <tau> = 1.54961e+05 hbar/Ry, <tau^2> = 4.64125e+10 (hbar/Ry)^2, r = 1.93282
imp: mu = 131853, mu_H = 254847 cm^2/Vs, R_H = -1787.7 cm^3/C
imp: apparent density n/r = 5.1738e-10 bohr^-3
BH: <tau> = 1.52341e+05 hbar/Ry, <tau^2> = 4.04378e+10 (hbar/Ry)^2, r = 1.74242
BH: mu = 129624, mu_H = 225859 cm^2/Vs, R_H = -1611.6 cm^3/C
BH: apparent density n/r = 5.7391e-10 bohr^-3
both: <tau> = 3.44877e+04 hbar/Ry, <tau^2> = 1.24494e+09 (hbar/Ry)^2, r = 1.04670
both: mu = 29345, mu_H = 30715 cm^2/Vs, R_H = -968.1 cm^3/C
both: apparent density n/r = 9.5539e-10 bohr^-3
dr/ds at s=3/2 = 1.37220, estimate r - slope/L(x=3) = 1.7235
r_BH for b(x=1)=1e2,1e4,1e8,1e30: 1.6764, 1.7953, 1.8614, 1.9132
```
